# Exciton line splitting from one-monolayer steps in quantum-well width

**Question.** A quantum well has terraces whose widths differ by one monolayer, and its exciton line appears as a doublet. How large is the splitting, and how does it depend on the well width when the barriers are finite?

**Answer.**

## What is being compared

Let the two terraces have widths $\bar L-a/2$ and $\bar L+a/2$, where $a$ is one monolayer. Each terrace is taken to be much wider than the exciton is in the plane, so that an exciton sees one width or the other. On smaller islands it averages over both, and the argument below does not apply.

The exciton line lies at

$$E_X(L)=E_{\rm gap}+E_e(L)+E_h(L)-E_b(L),$$

with $E_e$ and $E_h$ the confinement energies of electron and hole, and $E_b>0$ the exciton binding energy. The gap is the same on both terraces and drops out. The change of $E_b$ is left out at first and calculated later.

Expand a confinement energy $E(L)$ about the mean width. The even terms cancel in the difference:

$$E(\bar L-\tfrac a2)-E(\bar L+\tfrac a2)=-aE'(\bar L)-\frac{a^3}{24}E'''(\bar L)-\dots$$

The first term gives the estimate

$$S\approx a\left(\left|\frac{dE_e}{dL}\right|+\left|\frac{dE_h}{dL}\right|\right)_{\bar L},$$

and its relative error is about $a^2E'''/(24E')$ in size. The two slopes add because both energies fall as the well widens.

## The slope for finite barriers

Take one carrier of mass $m$, the same in well and barrier, with potential $0$ for $|z|<L/2$ and $V$ outside. The ground state is $A\cos kz$ inside and decays as $e^{-\kappa|z|}$ outside, with

$$E=\frac{\hbar^2k^2}{2m},\qquad k^2+\kappa^2=k_0^2,\qquad k_0=\frac{\sqrt{2mV}}{\hbar}.$$

Continuity of $\psi$ and $\psi'$ at the wall gives $k\tan(kL/2)=\kappa$. Write $\theta=kL/2$, which lies between $0$ and $\pi/2$ for the ground state. Then $\tan\theta=\kappa/k$, and since $k^2+\kappa^2=k_0^2$,

$$\cos\theta=\frac{k}{k_0},\qquad \sin\theta=\frac{\kappa}{k_0},\qquad E=V\cos^2\theta .$$

To find the slope, differentiate $kL/2=\arccos(k/k_0)$:

$$\tfrac12(L\,dk+k\,dL)=-\frac{dk}{\sqrt{k_0^2-k^2}}=-\frac{dk}{\kappa}
\quad\Rightarrow\quad \frac{dk}{dL}=-\frac{k}{L+2/\kappa}.$$

Because $E\propto k^2$, $dE/dL=(2E/k)\,dk/dL$, and so

$$\boxed{\left|\frac{dE}{dL}\right|=\frac{2E}{L+2/\kappa}}$$

For infinite barriers $1/\kappa=0$, and this is the familiar $2E/L$.

The same slope can be read from the wave function. Normalization requires

$$1=A^2\left[\frac L2+\frac{\sin 2\theta}{2k}+\frac{\cos^2\theta}{\kappa}\right].$$

The last term is the sum of the two tails. In the middle term, $\sin2\theta/(2k)=\sin\theta\cos\theta/(k_0\cos\theta)=\sin^2\theta/\kappa$. The bracket is therefore $L/2+1/\kappa$, and $A^2=2/(L+2/\kappa)$. The density at a wall is

$$\rho_w=A^2\cos^2\theta=\frac{2}{L+2/\kappa}\,\frac EV,\qquad\text{so}\qquad \left|\frac{dE}{dL}\right|=V\rho_w .$$

Widening the well by $dL$ removes the potential $V$ from two strips of thickness $dL/2$, each holding density $\rho_w$. The energy falls by $V\rho_w\,dL$. A carrier feels the step in proportion to its density at the walls. This identity and the boxed slope need equal masses in well and barrier. In real III–V wells the barrier mass is heavier and $\psi'/m$ is continuous instead. For the model electron below, with a barrier mass 1.37 times the well mass, the slope is $0.77\,V\rho_w$ at 10.2 nm and approaches $V\rho_w$ only in narrow wells ($0.95$ at 1.4 nm, $0.997$ at 0.3 nm). The two tails also give the probability of being outside the well, $P_{\rm out}=\rho_w/\kappa$.

## Wide wells: the inverse cube

When $k\ll k_0$, use $\arccos x=\pi/2-x-x^3/6-\dots$ to get

$$kL=\pi-\frac{2k}{k_0}-\frac{k^3}{3k_0^3}-\dots$$

Without the cubic term, $k=\pi/L_{\rm eff}$ with $L_{\rm eff}=L+2/k_0$. Then

$$E\approx\frac{\pi^2\hbar^2}{2mL_{\rm eff}^2},\qquad \left|\frac{dE}{dL}\right|\approx\frac{\pi^2\hbar^2}{m\,(L+2/k_0)^3}.$$

Keeping the cubic term to first order, $kL_{\rm eff}=\pi-k^3/(3k_0^3)$ gives $k\approx(\pi/L_{\rm eff})\,[1-\pi^2/(3k_0^3L_{\rm eff}^3)]$. Then $E\propto L_{\rm eff}^{-2}-2\pi^2/(3k_0^3L_{\rm eff}^5)$, and differentiating shows that the slope above is multiplied by $1-5\pi^2/[3(k_0L_{\rm eff})^3]$.

For $L\gg2/k_0$ the slope follows the $L^{-3}$ law. The approach to it is slow. The local exponent is

$$-\frac{d\ln|dE/dL|}{d\ln L}\approx\frac{3L}{L+2/k_0},$$

which is still $10\%$ below 3 when $L$ is nine times $2/k_0$.

## Narrow wells: the decline

As $L\to0$, $\theta$ becomes small, so $k\to k_0$ and $\theta\approx k_0L/2$. Then $E\to V$ and $\kappa=k_0\sin\theta\approx k_0^2L/2$. The length $2/\kappa$ now far exceeds $L$, and

$$\left|\frac{dE}{dL}\right|\approx\frac{2V}{2/\kappa}=V\kappa\approx\frac{Vk_0^2L}{2}=\frac{mV^2L}{\hbar^2}.$$

The slope vanishes in proportion to $L$. The state has spread into the barriers over a length of order $1/\kappa$, and little of it is left at the walls.

## The maximum between them

Insert $L=2\theta/(k_0\cos\theta)$ and $\kappa=k_0\sin\theta$ into the slope:

$$\left|\frac{dE}{dL}\right|=\frac{2V\cos^2\theta}{\dfrac{2\theta}{k_0\cos\theta}+\dfrac{2}{k_0\sin\theta}}
=Vk_0\,g(\theta),\qquad g=\frac{\cos^3\theta\,\sin\theta}{\cos\theta+\theta\sin\theta}.$$

The derivative of the denominator of $g$ is $-\sin\theta+\sin\theta+\theta\cos\theta=\theta\cos\theta$. Setting $d\ln g/d\theta=0$ gives

$$\cot\theta-3\tan\theta=\frac{\theta}{1+\theta\tan\theta}.$$

The right side is positive, while the left side is positive only for $\theta<\pi/6$. In that range the left side falls. The right side rises, since its derivative has the sign of $1-\theta^2/\cos^2\theta>0$. There is therefore one root, and because $L$ grows with $\theta$, the slope has one maximum as a function of width. Solving numerically gives $\theta=0.477$, and with it

$$k_0L=1.07,\qquad \frac EV=0.79,\qquad \left|\frac{dE}{dL}\right|_{\max}=0.291\,Vk_0 .$$

These numbers hold for any carrier in this model. At the maximum $P_{\rm out}=\rho_w/\kappa=g/\sin\theta=0.291/0.459=0.63$, so the carrier is already mostly in the barriers.

## Numbers for a model well

Take masses $0.07\,m_e$ (electron) and $0.4\,m_e$ (hole), barriers of 200 and 100 meV, and $a=0.28$ nm. Energies in meV and lengths in nm are the natural units here, with $\hbar^2/2m_e=38.10$ meV nm². Then $k_0=0.606$ nm⁻¹ for the electron and $1.025$ nm⁻¹ for the hole, so $2/k_0$ is 3.30 and 1.95 nm.

**A wide well.** At 36 monolayers, $L=10.08$ nm, the matching condition gives $E_e=29.62$ meV with $1/\kappa=1.787$ nm, and $E_h=6.47$ meV with $1/\kappa=1.009$ nm. The slopes are

$$\frac{2(29.62)}{10.08+3.574}=4.34,\qquad \frac{2(6.47)}{10.08+2.018}=1.07\ \text{meV/nm}.$$

Their sum times $0.28$ nm is 1.51 meV. For the step from 36 to 37 monolayers the slope belongs at the mean width, 10.22 nm, where the estimate is 1.47 meV. The light electron supplies four fifths of it.

**The maximum.** The electron slope peaks at $1.0745/0.6062=1.77$ nm with 35.2 meV/nm, the hole slope at 1.05 nm with 29.8 meV/nm. Below both widths both slopes rise, and above both they fall, so their sum must peak in between. Numerically it does so at 1.36 nm, about five monolayers, where the splitting estimate is 17.4 meV. The infinite-barrier formula would give about 1400 meV there, eighty times too much.

## What the binding energy adds

The true splitting is the confinement difference minus the drop in binding, $E_b(L)-E_b(L+a)$. To find $E_b$, the Coulomb attraction, with dielectric constant 12.5, was averaged over the electron and hole densities across the well. The radial equation for the in-plane motion was then solved on a grid, with the same masses in the plane. This is a simplification: in a real III–V well the top hole subband is usually lighter in the plane than across it, so the binding figures belong to this model. The averaging also freezes the motion across the well. Letting the attraction reshape that motion raises the binding (by 0.8 meV at $N=2$, 0.2 meV at $N=36$, 0.5 meV at $N=72$) and changes the binding drop in the six rows below to −1.12, −0.57, −0.28, 0.02, 0.07 and 0.038 meV. The signs and the position of the maximum remain, and the net splitting moves by less than 0.3 meV. The table gives steps from $N$ to $N+1$ monolayers, with energies in meV.

| $N$ | $\bar L$ (nm) | slope estimate | confinement difference | binding drop | net |
|---|---|---|---|---|---|
| 2 | 0.70 | 13.99 | 13.91 | −1.38 | 15.29 |
| 4 | 1.26 | 17.35 | 17.31 | −0.65 | 17.96 |
| 6 | 1.82 | 16.56 | 16.55 | −0.32 | 16.87 |
| 12 | 3.50 | 9.96 | 9.96 | 0.02 | 9.95 |
| 36 | 10.22 | 1.47 | 1.47 | 0.08 | 1.39 |
| 72 | 20.30 | 0.275 | 0.275 | 0.045 | 0.231 |

In these rows the slope estimate is within $0.6\%$ of the confinement difference, so replacing a finite step by a derivative costs little even at two monolayers. The binding term matters more. In narrow wells the binding grows with width, as the carriers are drawn out of the barriers and closer together, and this increases the splitting. In wide wells the binding falls with width and reduces it. The maximum stays near four to five monolayers.

## Where the scaling can be trusted

From $N=36$ to $N=72$ the confinement difference falls by a factor $1.468/0.275=5.3$. A pure $L^{-3}$ law would give $(20.30/10.22)^3=7.8$. With effective widths the electron term falls by $(23.60/13.52)^3=5.3$ and the hole term by $(22.25/12.17)^3=6.1$, and their sum falls from 1.509 to 0.277 meV, a factor 5.5. The shift $2/k_0$ thus accounts for most of the discrepancy. The factor $1-5\pi^2/[3(k_0L_{\rm eff})^3]$, which lowers the electron slope by $3\%$ at 10.22 nm, brings the ratio to 5.3. The local exponent of the summed slopes is 2.24 at 10 nm and 2.59 at 20 nm.

One cannot simply go to wider wells to see a clean cube in the exciton line. The estimate treats electron and hole as quantized separately, which requires that $L$ not greatly exceed the bulk exciton radius, here 11.1 nm. The neglected binding term also gains weight: with the averaged attraction used for the table, it is $5\%$ of the confinement difference at $N=36$ and $16\%$ at $N=72$ ($5\%$ and $14\%$ when the motion across the well is allowed to respond to the attraction). For these parameters the inverse cube is a limiting law of the confinement difference, and $(L+2/k_0)^{-3}$, with each carrier's own $k_0$, is much closer at about 10 nm: at 10.22 nm it gives 1.51 meV, $3\%$ above the confinement difference of 1.47 meV and $9\%$ above the net splitting of 1.39 meV.

The narrow end has its own limit. At two monolayers the electron is held by the well with $V-E\approx V(k_0L/2)^2=200\,(0.170)^2\approx6$ meV, and the hole with about 7 meV, both less than the calculated exciton binding of 7.9 meV. Their attraction would then reshape both states across the well, which the averaging does not allow. The first row of the table is therefore a rough figure. Near the maximum the effective-mass description is itself being applied to a layer of about five monolayers, so the peak is better read as a rough figure near 18 meV than as 17.96 meV. It also depends on the equal-mass assumption: barrier masses 1.37 (electron) and 1.1 (hole) times the well masses move the peak of the slope estimate from 17.4 meV at 1.36 nm to 19.1 meV at 1.22 nm, and lower the estimate at 10.22 nm from 1.47 to 1.35 meV. The decline below it follows from $V\rho_w$: a state that has left the well has little density at the walls.
